# Does a spin-orbit potential table already include the factor 2/(2l+1)?

## Question

I am adding spin-orbit coupling to a calculation with an effective core potential. The file lists Gaussian coefficients for the spin-orbit part of the p, d and f channels. I multiply each listed radial function by $\mathbf l\cdot\mathbf s$ and add the result to the spin-free potential. I have since seen the operator written with an additional factor $2/(2l+1)$, and also without it.

As a trial I used a model atom with one valence electron, for which I know the separate potentials for $j=l+1/2$ and $j=l-1/2$. The p splitting should be 0.0535 Ha, and I get 0.0810 Ha. The average energy of the p level is right to better than 0.001 Ha, so I believe the file is being read properly.

Is the factor just a normalization? If so, may I fix one overall scale from the p splitting and use it for d and f as well?

## Answer

No. The factor depends on $l$, so a scale taken from p is wrong for d and f. Nor does the good average energy show that the file was read properly, because the average hardly responds to this fault. Both points follow from writing the same potential in two ways. I use Hartree atomic units, with $\hbar=1$ and $\mathbf s=\boldsymbol\sigma/2$, where $\boldsymbol\sigma$ are the Pauli matrices.

### Where the factor comes from

A relativistic core potential acts differently on the two values of $j$ that belong to one $l\ge 1$. Call the two radial functions $U_+(r)$ for $j=l+1/2$ and $U_-(r)$ for $j=l-1/2$. Their difference is

$$\Delta U_l(r)=U_+(r)-U_-(r).$$

We want the same potential as a spin-free part plus a coupling,

$$\bar U_l(r)+\xi_l(r)\,\mathbf l\cdot\mathbf s ,$$

acting within the given $l$. For this we need the values of $\mathbf l\cdot\mathbf s$. Since $\mathbf j=\mathbf l+\mathbf s$, and $\mathbf l$ and $\mathbf s$ commute, $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$. Therefore

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].$$

For $j=l+1/2$ we have $j(j+1)=l^2+2l+\tfrac34$. The bracket is then $l$, and $\mathbf l\cdot\mathbf s=l/2$. For $j=l-1/2$ we have $j(j+1)=l^2-\tfrac14$. The bracket is $-(l+1)$, and $\mathbf l\cdot\mathbf s=-(l+1)/2$. The two forms of the potential agree if

$$U_+=\bar U_l+\frac l2\,\xi_l,\qquad U_-=\bar U_l-\frac{l+1}2\,\xi_l .$$

Subtracting the second equation from the first removes $\bar U_l$:

$$\Delta U_l=\frac{2l+1}{2}\,\xi_l
\quad\Longrightarrow\quad
\xi_l=\frac{2}{2l+1}\,\Delta U_l .$$

To find $\bar U_l$, multiply the first equation by $l+1$ and the second by $l$, then add. The terms in $\xi_l$ are $+l(l+1)\xi_l/2$ and $-l(l+1)\xi_l/2$, so they cancel. This leaves

$$\bar U_l=\frac{(l+1)U_++l\,U_-}{2l+1}.$$

With $P_l$ the projector on angular momentum $l$, the spin-orbit operator is

$$H_{\rm SO}=\sum_{l\ge1}\frac{2}{2l+1}\,\Delta U_l(r)\,P_l\,(\mathbf l\cdot\mathbf s)\,P_l
=\sum_{l\ge1}\xi_l(r)\,P_l\,(\mathbf l\cdot\mathbf s)\,P_l .$$

The factor undoes the gap between the two values of $\mathbf l\cdot\mathbf s$, which is $(2l+1)/2$. There is no s term, because $l=0$ has a single value of $j$ and $\mathbf l\cdot\mathbf s=0$.

### What the two possible misreadings do

A table may list $\Delta U_l$ or $\xi_l$. Either is correct when the program reading it uses the matching form of $H_{\rm SO}$. Two mismatches are possible:

- If $\Delta U_l$ is read as $\xi_l$, the factor is missing. The operator is too large by $f=(2l+1)/2$, which is $3/2$, $5/2$ and $7/2$ for p, d and f.
- If $\xi_l$ is read as $\Delta U_l$, the factor is applied twice. The operator is too small by $f=2/(2l+1)$, which is $2/3$, $2/5$ and $2/7$.

In a Gaussian expansion the factor multiplies every coefficient of the channel and leaves the exponents alone. The wrong potential therefore has the right shape and range, and a plot without an absolute scale will not reveal the fault.

Take a p channel with $U_+=2.10$ Ha and $U_-=1.80$ Ha as the amplitudes of a common Gaussian. Then

$$\bar U=\frac{2(2.10)+1.80}{3}=2.00,\qquad
\Delta U=0.30,\qquad
\xi=\tfrac23(0.30)=0.20\ \text{Ha}.$$

The correct reading returns $2.00+\tfrac12(0.20)=2.10$ and $2.00-0.20=1.80$ Ha. If 0.30 is taken for $\xi$, the electron instead feels $2.00+\tfrac12(0.30)=2.15$ and $2.00-0.30=1.70$ Ha. The difference has become 0.45 Ha, which is $3/2$ of what it should be.

Your proposed repair would multiply all channels by $2/3$. That restores p, but the d operator remains too large by $\tfrac23\cdot\tfrac52=\tfrac53$, and the f operator by $\tfrac23\cdot\tfrac72=\tfrac73$.

### From the operator to the splitting

The factors above are exact for the operator. For an energy splitting they are a first-order result.

Consider one electron outside closed shells, in a fixed effective potential. Let $u_0(r)$ be its normalized radial function in the spin-free problem with $\bar U_l$, and let $E_0$ be its energy. The coupling is diagonal in $j$, so to first order each level shifts by $\langle\xi_l\rangle=\int u_0^2\,\xi_l\,dr$ times its value of $\mathbf l\cdot\mathbf s$. The splitting is

$$\Delta E=E_{l+1/2}-E_{l-1/2}\approx\frac{2l+1}{2}\langle\xi_l\rangle=\langle\Delta U_l\rangle .$$

With the correct convention the splitting is thus the mean of the tabulated difference, with no factor left over. A misreading multiplies this first-order value by $f$.

The radial function also responds to the coupling, and this changes the ratio a little. To find by how much, add $x\,\xi_l(r)$ to the spin-free radial problem, where $x$ is a number. Perturbation theory gives

$$E(x)=E_0+a x+b x^2+O(x^3),$$

$$a=\langle\xi_l\rangle,\qquad
b=-\sum_{n>0}\frac{|\langle u_0|\xi_l|u_n\rangle|^2}{E_n-E_0},$$

where $u_n$ and $E_n$ are the other radial states of the same $l$; for the continuum the sum becomes an integral. If the whole spin-orbit operator is multiplied by $\kappa$, the two levels have

$$x_+=\kappa\,\frac l2,\qquad x_-=-\kappa\,\frac{l+1}{2}.$$

Their difference and the difference of their squares are

$$x_+-x_-=\kappa\,\frac{2l+1}{2},\qquad
x_+^2-x_-^2=\kappa^2\,\frac{l^2-(l+1)^2}{4}=-\kappa^2\,\frac{2l+1}{4}.$$

Inserting both into $E(x_+)-E(x_-)$ gives

$$\Delta E(\kappa)=\kappa\,\frac{2l+1}{2}\left(a-\frac{\kappa b}{2}\right)+O(\kappa^3).$$

The correct operator has $\kappa=1$ and the misread one has $\kappa=f$. Define $\rho=-b/(2a)$. For small $\rho$, and with the higher terms neglected,

$$\frac{\Delta E(f)}{\Delta E(1)}\approx f\,\frac{1+f\rho}{1+\rho}\approx f\left[1+\rho(f-1)\right].$$

For the lowest radial state every denominator $E_n-E_0$ is positive, so $b<0$. If also $a>0$, then $\rho>0$. The ratio $\Delta E(f)/\Delta E(1)$ then lies slightly above $f$ when $f>1$, and slightly below $f$ when $f<1$.

The reason can be read from the second-order shifts $b x_\pm^2$. The radial function adapts so as to lower both levels. The level $j=l-1/2$ has the larger $|x|$ and is lowered more, which widens the splitting.

This expansion needs a coupling that is weak compared with the radial excitation energies. For an excited radial state the sign of $b$ is not fixed, since some denominators are negative.

### Why the average energy looked right

The level $j=l+1/2$ has $2l+2$ states and $j=l-1/2$ has $2l$. The average over all states is therefore

$$E_{\rm av}=\frac{(l+1)E_{l+1/2}+l\,E_{l-1/2}}{2l+1}.$$

The first-order terms cancel, because $(l+1)x_++l\,x_-=\kappa[l(l+1)-l(l+1)]/2=0$. In second order,

$$E_{\rm av}-E_0\approx
b\,\frac{(l+1)x_+^2+l\,x_-^2}{2l+1}
=b\kappa^2\,\frac{(l+1)l^2+l(l+1)^2}{4(2l+1)}
=b\kappa^2\,\frac{l(l+1)}{4},$$

where the last step uses $(l+1)l^2+l(l+1)^2=l(l+1)(2l+1)$. For weak coupling the average thus tests mainly $\bar U_l$, and a wrong spin-orbit scale enters it only through the small coefficient $b$. The protection weakens as the coupling grows: the error in the average is of second order and the error in the splitting of first order, so their ratio rises roughly in proportion to the coupling.

### The atomic test

The test compares splittings for several values of $l$:

1. Choose an ion in which the core potential leaves a single explicit electron, stripping any closed shells that a small-core potential keeps explicit, and place that electron in a p, a d and an f level in turn. In each level the electron must reach well into the range of $\Delta U_l$; for d and f this may require a highly charged ion.
2. Obtain reference splittings by a route that does not pass through the reader under test. If $U_+$ and $U_-$ are available, solve the radial equation once with each. Otherwise use a relativistic atomic calculation for the same configuration.
3. Compute the splittings with the spin-orbit operator as your program reads it.
4. Form $q_l=\Delta E_{\rm computed}/\Delta E_{\rm reference}$ and look at how it depends on $l$.

Values near 1 for all $l$ mean that table and reader match. Values near $3/2,5/2,7/2$ mean that the factor is missing, and values near $2/3,2/5,2/7$ mean that it was applied twice.

A different fault, using $\boldsymbol\sigma$ where $\mathbf s$ is meant, doubles the operator in every channel and gives $q_l$ near 2 throughout. The dependence on $l$ separates this from the convention error. One value of $l$ supplies one number, and some overall scale will always repair one number.

These patterns need the electron to be the only explicit one. If a closed p shell is explicit too, the p-channel operator gives its two $j$ subshells different radial functions, and exchange with them contributes to the d and f splittings. To first order the d splitting is then $A_p+A_d$, where $A_p$ comes from the p channel and $A_d$ from the d channel. A missing factor turns it into $\tfrac32A_p+\tfrac52A_d$. When $A_p$ is not small, $q_d$ departs from $5/2$; when the two parts have opposite signs, it can lie outside the range from $3/2$ to $5/2$ or even be negative. The same holds for f. A single radial equation with $U_\pm$ is then no reference either.

If the reference comes from an all-electron calculation, $q_l$ also contains the error of the core potential itself. This error can be large for an electron that stays mostly outside the core. In a hydrogenic 4f level at charge 1, for example, less than 0.1% of $\langle r^{-3}\rangle$, to which the splitting is proportional, comes from $r<2$ bohr. A short-ranged $\Delta U_l$ misses nearly all of such a splitting, so for a level close to this pure Coulomb case $q_l$ can fall far below 1 although the file is read correctly. The figure does not carry over to a heavy atom. There the coupling follows $r^{-1}\,dV/dr$ of the screened potential $V$, which is far stronger inside the core, and most of it can come from $r<2$ bohr even for a diffuse 4f electron.

To tell a correct reading from one of the faults above, compare 1 with the nearest faulty value. For p this is $3/2$ or $2/3$, and the midpoint on a logarithmic scale is a factor $\sqrt{3/2}\approx1.22$ away from 1. For d and f it is 2, and the midpoint is a factor $\sqrt2\approx1.41$ away. To tell the missing factor from the $\boldsymbol\sigma$ fault, compare $(2l+1)/2$ with 2. The midpoints are then factors $\sqrt{4/3}\approx1.15$, $\sqrt{5/4}\approx1.12$ and $\sqrt{7/4}\approx1.32$ from either value for p, d and f. Other errors in the splitting must stay well below these margins.

### A worked case

The model has one electron with the potential

$$-\frac{4}{r}+U_\pm e^{-\gamma r^2},$$

where $U_\pm$ now denotes an amplitude. The parameters are round numbers and represent no particular element.

| $l$ | $U_+$ (Ha) | $U_-$ (Ha) | $\gamma$ (bohr$^{-2}$) |
|---|---:|---:|---:|
| p | 2.10 | 1.80 | 1.0 |
| d | 1.04 | 0.94 | 0.5 |
| f | −0.97 | −1.04 | 0.2 |

The reference comes from solving the radial equation separately for each $j$ on a grid. Neither $\mathbf l\cdot\mathbf s$ nor any convention factor enters. For the lowest p level,

$$\Delta E_{\rm ref}=-1.5003-(-1.5538)=0.0535\ \text{Ha}=1.456\ \text{eV}.$$

The d and f references are 0.00684 Ha (0.186 eV) and 0.01257 Ha (0.342 eV). Their order reflects the chosen parameters and is no general trend in $l$.

The second calculation diagonalizes the full matrix in orbital and spin space, with $\mathbf l\cdot\mathbf s$ built from ladder operators. With matching conventions it reproduces the reference levels, which the numerical check tests to $10^{-5}$ Ha. The two misreadings give these splittings, in Ha:

| $l$ | reference | $\Delta U$ as $\xi$ | $\xi$ as $\Delta U$ |
|---|---:|---:|---:|
| p | 0.05351 | 0.08098 | 0.03546 |
| d | 0.00684 | 0.01725 | 0.00273 |
| f | 0.01257 | 0.04440 | 0.00358 |

Your 0.0810 Ha matches the p entry of the third column, which is what a file listing $\Delta U_l$ gives when the program treats it as $\xi_l$. The p value alone cannot exclude some other overall factor of $3/2$; the d and f splittings, near $5/2$ and $7/2$ of their references, would confirm the diagnosis. Division by the reference gives $q_l$. The last column is the result of using $\boldsymbol\sigma$ for $\mathbf s$.

| $l$ | $\Delta U$ as $\xi$ | $\xi$ as $\Delta U$ | $\boldsymbol\sigma$ for $\mathbf s$ |
|---|---:|---:|---:|
| p | 1.513 | 0.663 | 2.036 |
| d | 2.521 | 0.399 | 2.011 |
| f | 3.532 | 0.285 | 2.007 |

The small departures from $f$ are the radial response. For p the computed value is $\rho=0.0174$, so the formula predicts

$$1.5\,[1+0.0174(0.5)]=1.513,\qquad
0.6667\,[1-0.0174(0.3333)]=0.663,$$

in agreement with the table. For f, $\rho=0.00358$ gives $3.5[1+0.00358(2.5)]=3.531$, against 3.532 from the full calculation. The response formula is also tested for all three channels at a coupling reduced to $\kappa=0.02$, where the neglected terms are small.

The first-order splitting $\langle\Delta U\rangle$ for p is 0.0526 Ha, which is 1.7% below the reference. The response accounts for this too, since $0.0526(1+0.0174)=0.0535$ Ha.

Now compare the average energy. Reading $\Delta U$ as $\xi$ moves the p average by $-0.0008$ Ha, while the p splitting changes by $0.0810-0.0535=0.0275$ Ha. The signal in the average is about 3% of the signal in the splitting. That is why your average looked right while the splitting was wrong by half.

### Where the simple ratios stop being valid

In an open shell with several electrons, electron repulsion and spin-orbit coupling compete, and a level spacing need not be proportional to the coupling. Two levels separated by $G$ through repulsion and mixed by a spin-orbit matrix element $\kappa\zeta$ show this. Their matrix, with the zero of energy midway between them, is

$$\begin{pmatrix}G/2&\kappa\zeta\\ \kappa\zeta&-G/2\end{pmatrix}.$$

Its eigenvalues are $\pm\sqrt{G^2/4+\kappa^2\zeta^2}$, so the spacing is $\sqrt{G^2+4\kappa^2\zeta^2}$. If $\kappa\zeta\ll G$, the spacing stays close to $G$ even when $\kappa$ is wrong by $3/2$. The operator is still wrong by the full factor, but this spacing hides it. Hence the choice of a single explicit electron for the test.

### What to change in your program

If the file lists $\Delta U_l$, multiply the coefficients of each channel by $2/(2l+1)$ once, before they meet $\mathbf l\cdot\mathbf s$. If it lists $\xi_l$, use them as they stand.

When the separate $j$ potentials are published too, you can settle the convention without solving for any level. At a radius where $U_+-U_-$ is not close to zero, divide the listed spin-orbit function by $U_+-U_-$. The result is 1 for a $\Delta U_l$ table and $2/(2l+1)$ for a $\xi_l$ table. This distinguishes the two conventions. Another value points to a further one; a function meant to multiply $\mathbf l\cdot\boldsymbol\sigma$, for instance, gives $1/(2l+1)$. The atomic test is still needed to show that your program handles it correctly.

## Numbers as computed

```
core charge = 4.0 e
1 Ha = 27.211386 eV
p: U+, U- = 2.10, 1.80 Ha
p: mean U, DeltaU = 2.00, 0.30 Ha
p: Gaussian exponent = 1.0 bohr^-2
p: reference E(j=l-1/2) = -1.553821 Ha
p: reference E(j=l+1/2) = -1.500311 Ha
p: reference splitting = 0.053509 Ha
p: reference splitting = 1.4561 eV
p: matched-reader splitting = 0.053509 Ha
p: first-order <DeltaU> = 0.052576 Ha
p: DeltaU read as xi = 0.080983 Ha
p: xi read as DeltaU = 0.035463 Ha
p: operator factors = 1.5000, 0.6667
p: splitting ratios = 1.5134, 0.6627
p: sigma-for-s ratio = 2.0362
p: response -b/(2a) = 0.01740
p: centroid change, DeltaU as xi = -0.000771 Ha
d: U+, U- = 1.04, 0.94 Ha
d: mean U, DeltaU = 1.00, 0.10 Ha
d: Gaussian exponent = 0.5 bohr^-2
d: reference E(j=l-1/2) = -0.803723 Ha
d: reference E(j=l+1/2) = -0.796882 Ha
d: reference splitting = 0.006842 Ha
d: reference splitting = 0.1862 eV
d: matched-reader splitting = 0.006842 Ha
d: first-order <DeltaU> = 0.006806 Ha
d: DeltaU read as xi = 0.017248 Ha
d: xi read as DeltaU = 0.002728 Ha
d: operator factors = 2.5000, 0.4000
d: splitting ratios = 2.5210, 0.3987
d: sigma-for-s ratio = 2.0111
d: response -b/(2a) = 0.00512
d: centroid change, DeltaU as xi = -0.000222 Ha
f: U+, U- = -0.97, -1.04 Ha
f: mean U, DeltaU = -1.00, 0.07 Ha
f: Gaussian exponent = 0.2 bohr^-2
f: reference E(j=l-1/2) = -0.629267 Ha
f: reference E(j=l+1/2) = -0.616696 Ha
f: reference splitting = 0.012572 Ha
f: reference splitting = 0.3421 eV
f: matched-reader splitting = 0.012572 Ha
f: first-order <DeltaU> = 0.012527 Ha
f: DeltaU read as xi = 0.044402 Ha
f: xi read as DeltaU = 0.003583 Ha
f: operator factors = 3.5000, 0.2857
f: splitting ratios = 3.5319, 0.2850
f: sigma-for-s ratio = 2.0072
f: response -b/(2a) = 0.00358
f: centroid change, DeltaU as xi = -0.000865 Ha
```
